**Twisted boundary conditions and the expanded cell-periodic equation on a grid**

The program compares two finite-difference treatments of a one-dimensional Bloch electron with period \(a\), \(G=2\pi/a\), \(N\) grid points, spacing \(h=a/N\) and stencils of order \(2r\). Twisted boundary conditions give energies of period \(G\) in the wavevector \(k\), whereas the operator \(-\frac12(D_2+2ikD_1-k^2)+V\), with difference matrices \(D_1\) and \(D_2\), gives a low-band mismatch of order \(h^{2r}\). The program asserts the stencil identities, the equality of the twisted and phased spectra at \(k\) and \(k+G\), and the trace formula that excludes periodicity of the expanded and squared forms. It also asserts that the mismatches computed for \(N=64\) and \(N=128\) agree with first-order perturbation theory, using weights from a separate plane-wave diagonalization. Further assertions cover time-reversal symmetry at the zone boundary, the slope there, and the spurious zero kinetic energy of the squared first derivative. For the model lattice with \(N=32\), the output shows mismatches of 172, 4.27 and 0.148 meV for orders 2, 4 and 6. The observed orders between \(N=64\) and \(N=128\) are 1.992, 3.995 and 5.990.

## Numerical check

```python
"""
Result under test: on a real-space grid, twisted boundary conditions give
energies exactly periodic in k with period G = 2 pi / a.  The cell-periodic
operator -(1/2)(D2 + 2 i k D1 - k^2) + V does not; for a resolved band the
mismatch E(k+G) - E(k) is of the order h^(2r) of the stencil.

Symbols (atomic units): a period, N grid points, h = a/N spacing, r stencil
half-width (order 2r), D1 and D2 difference matrices, k Bloch wavevector,
s2(q) value of -D2 on exp(iqx), alpha leading error coefficient of s2,
V(x) = -V1 cos(Gx) + V2 sin(2Gx).
"""
from math import factorial
import numpy as np
from scipy.constants import physical_constants

a, V1, V2 = 8.0, 0.20, 0.05
G = 2 * np.pi / a
k = 0.2 * G
TO_MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def stencil(r, derivative):
    """Weights on points -r..r from the polynomial moment conditions."""
    m = np.arange(-r, r + 1)
    moments = np.array([m.astype(float)**j for j in range(2 * r + 1)])
    target = np.zeros(2 * r + 1)
    target[derivative] = factorial(derivative)
    return m, np.linalg.solve(moments, target)


def potential(N):
    x = a * np.arange(N) / N
    return -V1 * np.cos(G * x) + V2 * np.sin(2 * G * x)


def difference_matrix(N, r, derivative, boundary_phase=0.0, link_phase=0.0):
    """Difference matrix with phases on cell crossings or on every hop."""
    h = a / N
    D = np.zeros((N, N), complex)
    for m, w in zip(*stencil(r, derivative)):
        for j in range(N):
            crossings, column = divmod(j + int(m), N)
            phase = boundary_phase * crossings + link_phase * m
            D[j, column] += w * np.exp(1j * phase) / h**derivative
    return D


def twisted(N, r, kappa):
    D2 = difference_matrix(N, r, 2, boundary_phase=kappa * a)
    return -0.5 * D2 + np.diag(potential(N))


def phased(N, r, kappa):
    D2 = difference_matrix(N, r, 2, link_phase=kappa * a / N)
    return -0.5 * D2 + np.diag(potential(N))


def expanded(N, r, kappa, strength=1.0):
    D1 = difference_matrix(N, r, 1)
    D2 = difference_matrix(N, r, 2)
    kinetic = -0.5 * (D2 + 2j * kappa * D1 - kappa**2 * np.eye(N))
    return kinetic + strength * np.diag(potential(N))


def squared(N, r, kappa):
    D = difference_matrix(N, r, 1) + 1j * kappa * np.eye(N)
    return -0.5 * D @ D + np.diag(potential(N))


def levels(H):
    assert np.allclose(H, H.conj().T, atol=1e-10)
    return np.linalg.eigvalsh(H)


def plane_wave_reference(kappa, cutoff=14):
    """Lowest energy, wavevectors and weights without any grid."""
    p = kappa + G * np.arange(-cutoff, cutoff + 1)
    size = len(p)
    H = np.diag(0.5 * p**2).astype(complex)
    H += -0.5 * V1 * (np.eye(size, k=1) + np.eye(size, k=-1))
    H += 0.5j * V2 * (np.eye(size, k=2) - np.eye(size, k=-2))
    energy, vectors = np.linalg.eigh(H)
    return energy[0], p, abs(vectors[:, 0])**2


def alpha(r):
    return 2 * factorial(r)**2 / factorial(2 * r + 2)


E_ref, p, weight = plane_wave_reference(k)


def predicted_twisted_error(N, r):
    return -0.5 * alpha(r) * (a / N)**(2*r) * np.sum(weight * p**(2*r + 2))


def predicted_expanded_error(N, r, kappa):
    q = p - kappa
    g = q**(2*r + 2) + (2*r + 2) * kappa * q**(2*r + 1)
    return -0.5 * alpha(r) * (a / N)**(2*r) * np.sum(weight * g)


print(f"period a = {a:.1f} bohr, G = {G:.6f} 1/bohr, k = {k:.6f} 1/bohr")
print(f"V1 = {V1:.2f} hartree, V2 = {V2:.2f} hartree")
print(f"plane-wave reference E(k) = {E_ref:.9f} hartree")

# Stencil identities, from weights that were obtained by moment conditions.
theta = np.linspace(0.1, 3.1, 13)
for r in (1, 2, 3):
    m, c = stencil(r, 2)
    _, d = stencil(r, 1)
    assert np.allclose(m * c, 2 * d, atol=1e-12)
    from_weights = -np.cos(np.outer(theta, m)) @ c
    series = sum(2 * factorial(j - 1)**2 / factorial(2*j)
                 * (2 * np.sin(theta / 2))**(2*j) for j in range(1, r + 1))
    assert np.allclose(from_weights, series, atol=1e-11)
    moment = np.sum(c * m.astype(float)**(2*r + 2))
    measured_alpha = (-1)**(r + 1) * moment / factorial(2*r + 2)
    assert abs(measured_alpha / alpha(r) - 1) < 1e-10
    print(f"order {2*r}: alpha = {measured_alpha:.8f} (1/{1/measured_alpha:.0f})")

# Whole spectra: exact periodicity, gauge equivalence, symbol representation.
N = 32
for r in (1, 2, 3):
    base = levels(twisted(N, r, k))
    assert np.max(abs(levels(twisted(N, r, k + G)) - base)) < 1e-10
    assert np.max(abs(levels(phased(N, r, k)) - base)) < 1e-10
    assert np.max(abs(levels(phased(N, r, k + G)) - base)) < 1e-10
    n = np.arange(N) - N // 2
    x = a * np.arange(N) / N
    F = np.exp(1j * G * np.outer(x, n)) / np.sqrt(N)
    m, c = stencil(r, 2)
    h = a / N

    def s2(q):
        return -np.cos(np.outer(q * h, m)) @ c / h**2

    def half_slope(q):
        return 0.5 * (np.sin(np.outer(q * h, m)) * m) @ c / h

    V_waves = F.conj().T @ np.diag(potential(N)) @ F
    by_symbol = np.diag(0.5 * s2(k + n * G)) + V_waves
    assert np.max(abs(levels(by_symbol) - base)) < 1e-10
    taylor = 0.5 * (s2(n * G) + 2 * k * half_slope(n * G) + k**2)
    by_taylor = np.diag(taylor) + V_waves
    assert np.max(abs(levels(by_taylor) - levels(expanded(N, r, k)))) < 1e-10

# Trace defect: proves the breaking for both discretised forms.
trace_formula = N * (k * G + 0.5 * G**2)
for build in (expanded, squared):
    for r in (1, 2, 3):
        defect = np.trace(build(N, r, k + G) - build(N, r, k)).real
        assert abs(defect - trace_formula) < 1e-8
print(f"N = {N}: trace defect = {defect:.6f} hartree,"
      f" per level {defect / N:.6f} hartree")

# Lowest band at k and k+G in both schemes.
mismatch = {}
for r in (1, 2, 3):
    for N in (32, 64, 128):
        t0 = levels(twisted(N, r, k))[0]
        t1 = levels(twisted(N, r, k + G))[0]
        e0 = levels(expanded(N, r, k))[0]
        e1 = levels(expanded(N, r, k + G))[0]
        mismatch[r, N] = e1 - e0
        prediction = (predicted_expanded_error(N, r, k + G)
                      - predicted_expanded_error(N, r, k))
        if N == 32:
            print(f"order {2*r}, N = 32, h = {a/N:.3f} bohr, in hartree:")
            print(f"  twisted  E(k) = {t0:.9f}, E(k+G) = {t1:.9f}")
            print(f"  expanded E(k) = {e0:.9f}, E(k+G) = {e1:.9f}")
        print(f"  N = {N}: expanded mismatch = {e1-e0:.4e} hartree,"
              f" leading formula {prediction:.4e} hartree")
        assert abs(t1 - t0) < 1e-11
        if N >= 64:
            tolerance = 0.06 if N == 64 else 0.02  # next order is h^2 smaller
            assert abs((e1 - e0) / prediction - 1) < tolerance
        if N == 64:
            error_t = predicted_twisted_error(N, r)
            error_e = predicted_expanded_error(N, r, k)
            assert abs((t0 - E_ref) / error_t - 1) < 0.1
            assert abs((e0 - E_ref) / error_e - 1) < 0.1
            print(f"  N = 64: error at k, twisted {t0-E_ref:.3e} hartree,"
                  f" expanded {e0-E_ref:.3e} hartree")
    observed = np.log2(mismatch[r, 64] / mismatch[r, 128])
    assert abs(observed - 2 * r) < 0.1
    print(f"  observed order of mismatch, N = 64 to 128: {observed:.3f}")
for r in (1, 2, 3):
    print(f"order {2*r}, N = 32: mismatch = {mismatch[r, 32]*TO_MEV:.4g} meV")

# Free electron: leading mismatch in closed form.
N = 128
for r in (1, 2, 3):
    free = (levels(expanded(N, r, k + G, 0.0))[0]
            - levels(expanded(N, r, k, 0.0))[0])
    formula = (0.5 * alpha(r) * (a/N)**(2*r) * G**(2*r + 1)
               * ((2*r + 1) * G + (2*r + 2) * k))
    assert abs(free / formula - 1) < 0.03
    if r == 1:
        print(f"free electron, order 2, N = 128: mismatch = {free:.4e} hartree,"
              f" formula {formula:.4e} hartree")

# Time reversal protects k = -G/2, but not the slope at the zone boundary.
step = 1e-3
slopes = {}
for N in (32, 64):
    difference = levels(expanded(N, 1, G/2)) - levels(expanded(N, 1, -G/2))
    assert np.max(abs(difference)) < 1e-10
    for name, build in (("twisted", twisted), ("expanded", expanded)):
        upper = levels(build(N, 1, G/2 + step))[0]
        lower = levels(build(N, 1, G/2 - step))[0]
        slopes[name, N] = (upper - lower) / (2 * step)
    assert abs(slopes["twisted", N]) < 1e-8
    print(f"order 2, N = {N}: expanded slope at G/2 ="
          f" {slopes['expanded', N]:.4e} hartree bohr")
assert 3.5 < slopes["expanded", 32] / slopes["expanded", 64] < 4.5
gap = np.diff(levels(twisted(64, 1, G/2))[:2])[0]
assert gap > 0.01
print(f"order 2, N = 64: gap at G/2 = {gap:.6f} hartree")

# Alternating grid function: spurious zero kinetic energy of the square form.
N = 32
alternating = (-1.0)**np.arange(N) / np.sqrt(N)
for r in (1, 2, 3):
    D1 = difference_matrix(N, r, 1)
    D2 = difference_matrix(N, r, 2)
    kinetic_square = (-0.5 * alternating @ D1 @ D1 @ alternating).real
    kinetic_direct = (-0.5 * alternating @ D2 @ alternating).real
    assert abs(kinetic_square) < 1e-10 and kinetic_direct > 1.0
    if r == 1:
        print(f"alternating function, order 2, N = 32, k = 0: kinetic energy"
              f" {abs(kinetic_square):.3f} (D1 D1), {kinetic_direct:.3f} (D2) hartree")

print("all tests passed")
```

It prints:

```
period a = 8.0 bohr, G = 0.785398 1/bohr, k = 0.157080 1/bohr
V1 = 0.20 hartree, V2 = 0.05 hartree
plane-wave reference E(k) = -0.051505496 hartree
order 2: alpha = 0.08333333 (1/12)
order 4: alpha = 0.01111111 (1/90)
order 6: alpha = 0.00178571 (1/560)
N = 32: trace defect = 13.817446 hartree, per level 0.431795 hartree
order 2, N = 32, h = 0.250 bohr, in hartree:
  twisted  E(k) = -0.051670180, E(k+G) = -0.051670180
  expanded E(k) = -0.051626892, E(k+G) = -0.045301994
  N = 32: expanded mismatch = 6.3249e-03 hartree, leading formula 6.5193e-03 hartree
  N = 64: expanded mismatch = 1.6171e-03 hartree, leading formula 1.6298e-03 hartree
  N = 64: error at k, twisted -4.109e-05 hartree, expanded -3.027e-05 hartree
  N = 128: expanded mismatch = 4.0665e-04 hartree, leading formula 4.0745e-04 hartree
  observed order of mismatch, N = 64 to 128: 1.992
order 4, N = 32, h = 0.250 bohr, in hartree:
  twisted  E(k) = -0.051506869, E(k+G) = -0.051506869
  expanded E(k) = -0.051506278, E(k+G) = -0.051349363
  N = 32: expanded mismatch = 1.5691e-04 hartree, leading formula 1.6039e-04 hartree
  N = 64: expanded mismatch = 9.9737e-06 hartree, leading formula 1.0024e-05 hartree
  N = 64: error at k, twisted -8.638e-08 hartree, expanded -4.920e-08 hartree
  N = 128: expanded mismatch = 6.2574e-07 hartree, leading formula 6.2651e-07 hartree
  observed order of mismatch, N = 64 to 128: 3.995
order 6, N = 32, h = 0.250 bohr, in hartree:
  twisted  E(k) = -0.051505520, E(k+G) = -0.051505520
  expanded E(k) = -0.051505509, E(k+G) = -0.051500067
  N = 32: expanded mismatch = 5.4419e-06 hartree, leading formula 5.6558e-06 hartree
  N = 64: expanded mismatch = 8.7525e-08 hartree, leading formula 8.8372e-08 hartree
  N = 64: error at k, twisted -3.705e-10 hartree, expanded -2.022e-10 hartree
  N = 128: expanded mismatch = 1.3775e-09 hartree, leading formula 1.3808e-09 hartree
  observed order of mismatch, N = 64 to 128: 5.990
order 2, N = 32: mismatch = 172.1 meV
order 4, N = 32: mismatch = 4.27 meV
order 6, N = 32: mismatch = 0.1481 meV
free electron, order 2, N = 128: mismatch = 2.3531e-04 hartree, formula 2.3534e-04 hartree
order 2, N = 32: expanded slope at G/2 = 5.0276e-03 hartree bohr
order 2, N = 64: expanded slope at G/2 = 1.2624e-03 hartree bohr
order 2, N = 64: gap at G/2 = 0.195445 hartree
alternating function, order 2, N = 32, k = 0: kinetic energy 0.000 (D1 D1), 32.000 (D2) hartree
all tests passed
```
